Lowest antiphase angle for specular electron diffraction from a growing surface

**Problem**

A beam of 10 keV electrons strikes a crystal surface at a small glancing angle θ, measured from the surface plane. The crystal grows layer by layer, with layer spacing d = 0.283 nm, and the specular beam is recorded. During growth the surface consists of flat terraces on two levels that differ in height by d. Neglect refraction.

(a) At what lowest glancing angle do the two levels reflect in antiphase?
(b) How does the specular intensity at that angle depend on the fraction of the surface covered by the new layer?
(c) The crystal attracts the electrons with an inner potential of order 10 V. What does the neglect of refraction leave out?

**A tempting solution**

The wavelength comes first. For kinetic energy T and electron mass m, the relativistic relation between energy and momentum is

(T + mc²)² = (pc)² + (mc²)².

Expanding the left side and cancelling (mc²)² gives

pc = √(T² + 2T mc²) = √(10.0² + 2 × 10.0 × 510.999) keV = 101.587 keV,

and therefore

λ = h/p = hc/(pc) = 0.012205 nm.

Now compare a point on the upper terrace with a point a distance d directly below it, on the lower level. The beam travels downward at the angle θ, so the wave has to advance by a further d sin θ to reach the lower point. Antiphase means an extra path of half a wavelength:

d sin θ = λ/2,
sin θ = λ/(2d) = 0.012205/0.566 = 0.02156,
θ = 1.24°.

**Where it fails**

The wavelength is right. The extra path is not, because d sin θ is the difference between the paths by which the wave arrives at the two points. The detector receives waves that have also left them, and on the way out the wave from the lower point again has d sin θ further to go. The full path difference is 2d sin θ.

At 1.24° this full difference is one whole wavelength. The two levels are then in phase, which is the opposite of what was asked, and in the simple model of part (b) the specular intensity does not respond to the coverage at all.

**Solution of (a)**

Let x run along the surface in the plane of incidence and let z point out of the crystal. With k = 2π/λ, the incident and specular wavevectors are

k_in = k (cos θ, −sin θ),
k_out = k (cos θ, +sin θ).

With waves written as exp(ik·r), a scatterer at r = (x, z) receives the incident wave with phase k_in·r. A distant detector in the direction of k_out is closer to this scatterer than to the origin by k_out·r/k, so the outgoing leg contributes −k_out·r, apart from a constant common to all scatterers. The total is

(k_in − k_out)·r = −2kz sin θ.

The x components have cancelled. The lateral positions of the terraces therefore do not matter in the specular beam, and only their heights do. The minus sign says that a higher terrace has the shorter path. Between levels a distance d apart the phase difference has the magnitude

φ = 2kd sin θ = 4πd sin θ/λ.

Antiphase requires φ = (2n + 1)π with n = 0, 1, 2, ... Dividing by 2π and multiplying by λ gives

2d sin θ = (n + 1/2)λ.

Since sin θ increases with θ between 0 and 90°, the lowest angle belongs to n = 0:

sin θ₀ = λ/(4d) = 0.012205/1.132 = 0.010782,
θ₀ = 10.782 mrad = 0.6177°.

The lowest antiphase angle is about 0.62°. As a check, 2d sin θ₀ = 0.006102 nm, which is half the wavelength. An explicit sum over scatterers at random lateral positions, half of them on each level, has its first minimum at the same angle. The next antiphase angle, with n = 1, is 1.85°, and the in-phase angle of 1.24° lies between the two.

At such small angles sin θ₀ ≈ θ₀, so that θ₀ ≈ λ/(4d): a relative error in the wavelength passes directly into the angle. The nonrelativistic wavelength, 0.012264 nm, would give 0.6208°, which is about 0.5% too large relative to the relativistic result. The correction is invisible in the rounded answer.

**Solution of (b)**

Let Θ be the fraction of the surface on the upper level. Assume that the beam is coherent over many terraces and that each terrace reflects with the same amplitude per unit area, apart from the phase due to its height. Relative to a complete flat surface, the specular amplitude is

A/A₀ = (1 − Θ) + Θ exp(−iφ).

Its squared modulus is

I/I₀ = (1 − Θ)² + Θ² + 2Θ(1 − Θ) cos φ.

Because (1 − Θ)² + Θ² = 1 − 2Θ(1 − Θ), this becomes

I/I₀ = 1 − 2Θ(1 − Θ)(1 − cos φ).

Finally, 1 − cos φ = 2 sin²(φ/2), so

I/I₀ = 1 − 4Θ(1 − Θ) sin²(φ/2).

At the antiphase angle sin²(φ/2) = 1, and

I/I₀ = 1 − 4Θ + 4Θ² = (1 − 2Θ)².

The intensity falls from 1 on the flat surface to 0.25 at quarter coverage and to zero at half coverage. It then rises through 0.25 at three-quarter coverage and returns to 1 when the layer is complete. If each layer is finished before the next begins, this sequence repeats, with one oscillation per deposited layer.

Two limits show how the effect depends on angle. At the in-phase angle φ = 2π, the sine vanishes and I/I₀ = 1 for every coverage. As θ → 0, φ also goes to zero, and sin²(φ/2) ≈ φ²/4 gives

I/I₀ ≈ 1 − Θ(1 − Θ)φ².

In this model the oscillation therefore fades towards grazing incidence, because the path difference becomes much smaller than the wavelength.

The zero at half coverage holds for a sharply defined angle. Setting Θ = 1/2 in the general formula gives I/I₀ = cos²(φ/2). For a small deviation δ from θ₀, φ ≈ π(1 + δ/θ₀), and hence

I/I₀ ≈ [πδ/(2θ₀)]².

A beam with a spread of angles averages this expression over δ and leaves some intensity at the minimum. The zero also requires a detector that accepts only the specular direction. On wide terraces the intensity missing from the specular beam is mostly diffracted into nearby exit angles. For alternating terraces 500 nm long the nearest diffracted beams lie about 1 mrad away, and a detector that accepts ±2 mrad collects most of the intensity of the flat surface even at half coverage.

The return to full intensity after each deposited layer was derived for layers that are really completed. Suppose that exactly one layer's worth of material has been deposited, but that a fraction s of the surface is still on the old level and an equal fraction s is already two levels up. The remaining fraction 1 − 2s is on the first new level. At the antiphase angle successive levels contribute with alternating signs, so

A/A₀ = s − (1 − 2s) + s = 4s − 1,
I/I₀ = (1 − 4s)² ≈ 1 − 8s for small s.

The maximum is lowered in proportion to s. This is how roughness that builds up from layer to layer can damp the oscillations.

**Solution of (c)**

The neglect looks dangerous at this angle. From φ = π, the normal component of the wavevector in vacuum is

k_n = k sin θ₀ = π/(2d).

The corresponding energy of normal motion, with γ = 1 + T/(mc²), is

E_n = ħ²k_n²/(2γm) = 1.151 eV.

This is much less than the energy gained on entering the crystal. Take a mean inner potential V₀ = 12 V as a round model value. To first order in the ratio of potential energy to beam energy, the normal wavevector inside is

q = k_n √[(E_n + eV₀)/E_n] = k_n √(13.151/1.151) = 3.38 k_n.

If q were put in place of k_n in the step phase, the phase would be 3.38 × 0.5 = 1.69 cycles instead of 0.5, and for this value of V₀ the antiphase condition would be lost.

That replacement is wrong for wide terraces. Consider a thick, absorbing crystal whose top surface is at height h. Let r₀ be its reflection amplitude referred to its own surface, with all effects of refraction and multiple scattering included. The normal part of the wave in vacuum is proportional to

exp[−ik_n(z − h)] + r₀ exp[ik_n(z − h)].

To compare different heights, the incident wave must be the same in each case, namely exp(−ik_n z). Multiplying the whole expression by exp(−ik_n h) achieves this and gives

exp(−ik_n z) + r₀ exp(−2ik_n h) exp(ik_n z).

Adding one layer replaces h by h + d. The value of r₀ does not change, because absorption prevents the wave from sensing how many layers lie far below. The reflected wave is therefore multiplied by exp(−2ik_n d), which contains the vacuum wavevector. The extra path between the levels lies in the vacuum above the lower terrace, not in the crystal.

This was tested by solving the wave equation along the normal for a layered crystal with a mean potential of 12 V, a variation of ±4 V within each layer and an absorptive part of 1 V. Adding one layer to 80 changed the phase of the reflected wave by 0.5000 cycles at θ₀.

For wide, equivalent terraces, then, refraction affects r₀, and with it the overall strength of the reflection, but not the antiphase angle. What the simple treatment leaves out is the part of the wave that meets a step edge, for example by entering the crystal through one terrace and leaving through another. Such a wave runs partly inside the crystal, and its phase does depend on q.

A first scale for the influence of a step edge is the length over which a ray in vacuum descends by one layer height:

ℓ = d/tan θ₀ = 26.2 nm.

For small angles, inserting θ₀ ≈ λ/(4d) gives ℓ ≈ 4d²/λ. This length is more than ninety times the layer spacing. Along the beam direction, terraces must be much longer than ℓ, and also much longer than the distance the wave runs inside the crystal before it leaves or is absorbed, if step edges are to affect only a small part of the reflected wave. "Much longer" means of order ten times ℓ or more. Take as a model a periodic array of straight terraces at half coverage, on a crystal with a uniform potential of 12 V and an absorptive part of 1 V. The wave equation then gives I/I₀ at θ₀ of about 0.004 for terraces 500 nm long, 0.02 for 200 nm and 0.20 for 75 nm, and in the last case the minimum has moved to about 0.73°. When growth produces islands a few times ℓ long or smaller, the terraces can no longer be treated as independent mirrors, and neither the angle of 0.62°, nor the law (1 − 2Θ)², nor the constant intensity at the in-phase angle is assured. In the same model, islands 10 nm long at half coverage give I/I₀ of about 0.7 at θ₀ and about 0.2 at 1.24°, the reverse of the two-level result.

The numerical output below lists the main values used here.

Numbers as computed

```
Beam kinetic energy: 10.0 keV
Layer spacing d: 0.283 nm
Electron rest energy: 510.999 keV
Momentum times c: 101.587 keV
Relativistic wavelength: 0.012205 nm
Nonrelativistic wavelength: 0.012264 nm
sin(theta) at lowest antiphase: 0.010782 (no unit)
Lowest antiphase angle: 0.6177 degrees
Same angle: 10.782 mrad
First minimum from site sum: 0.6177 degrees
Angle with nonrel. wavelength: 0.6208 degrees
First in-phase angle: 1.2356 degrees
Next antiphase angle: 1.8535 degrees
Path difference 2 d sin(theta): 0.006102 nm
Half wavelength: 0.006102 nm
Coverage 0.00: I/I0 antiphase 1.0000, in-phase 1.0000 (no unit)
Coverage 0.25: I/I0 antiphase 0.2500, in-phase 1.0000 (no unit)
Coverage 0.50: I/I0 antiphase 0.0000, in-phase 1.0000 (no unit)
Coverage 0.75: I/I0 antiphase 0.2500, in-phase 1.0000 (no unit)
Coverage 1.00: I/I0 antiphase 1.0000, in-phase 1.0000 (no unit)
Energy of normal motion: 1.151 eV
Model mean inner potential: 12.0 V
Model potential swing within a layer: +/-4.0 V
Model absorptive potential: 1.0 V
Crystal layers before adding one: 80 (count)
Step phase from wave equation: 0.5000 cycles
Step phase if inner k were used: 1.6899 cycles
Length over which a ray descends d: 26.2 nm
```
